# Bow of a (100) silicon wafer carrying a stressed thin film: a numerical check

```python
# Result under test: a thin film of stress s and thickness t on a (100) silicon
# wafer of diameter D and thickness h gives the gravity-free bow
#     b = 3 s t D^2 / (4 M h^2),   M = C11 + C12 - 2 C12^2 / C11.
# s: mean film stress after bending; M: biaxial modulus of the wafer;
# k: curvature; a = D/2; C11, C12, C44: cubic elastic constants. SI units.
import numpy as np
from scipy.optimize import root
from scipy.constants import g

C11, C12, C44 = 166e9, 64e9, 80e9      # rounded silicon data (inputs)
density = 2330.0                       # rounded silicon density (input)
s, t, D, h = 100e6, 1e-6, 0.300, 775e-6
a = D / 2

# Formulas under test
M = C11 + C12 - 2 * C12**2 / C11
k = 6 * s * t / (M * h**2)
bow = 3 * s * t * D**2 / (4 * M * h**2)


def plane_stress_stiffness(axes):
    """In-plane stiffness (xx, yy, xy) with all out-of-plane stresses zero.
    Rows of axes: film x, film y and surface normal in crystal coordinates."""
    R = np.array(axes, float)
    R /= np.linalg.norm(R, axis=1)[:, None]
    d = np.eye(3)
    C = (C12 * np.einsum('ij,kl->ijkl', d, d)
         + C44 * (np.einsum('ik,jl->ijkl', d, d)
                  + np.einsum('il,jk->ijkl', d, d)))
    for i in range(3):
        C[i, i, i, i] += C11 - C12 - 2 * C44
    C = np.einsum('ai,bj,ck,dl,ijkl->abcd', R, R, R, R, C)
    pairs = [(0, 0), (1, 1), (0, 1), (2, 2), (1, 2), (0, 2)]
    V = np.array([[C[p + q] for q in pairs] for p in pairs])
    return V[:3, :3] - V[:3, 3:] @ np.linalg.solve(V[3:, 3:], V[3:, :3])


# Test: equal response in all directions of the (100) plane
for angle in np.radians([0, 17, 45, 70]):
    c, sn = np.cos(angle), np.sin(angle)
    Q = plane_stress_stiffness([[c, sn, 0], [-sn, c, 0], [0, 0, 1]])
    response = np.linalg.solve(Q, [1.0, 1.0, 0.0]) * M
    assert np.allclose(response, [1, 1, 0], atol=1e-10)

# Young modulus and Poisson ratio along <100> and <110> in the (100) plane
elastic = {}
for name, axes in (("<100>", [[1, 0, 0], [0, 1, 0], [0, 0, 1]]),
                   ("<110>", [[1, 1, 0], [-1, 1, 0], [0, 0, 1]])):
    S = np.linalg.inv(plane_stress_stiffness(axes))
    E, nu = 1 / S[0, 0], -S[0, 1] / S[0, 0]
    assert abs(E / (1 - nu) / M - 1) < 1e-10
    elastic[name] = (E, nu)

# Contrast: a (110) wafer does not bend into a sphere
Q110 = plane_stress_stiffness([[0, 0, 1], [1, -1, 0], [1, 1, 0]])
k110 = np.linalg.solve(Q110, [1.0, 1.0, 0.0])
ratio110 = k110[0] / k110[1]
assert abs(ratio110 - 1) > 0.1


def two_layer(film_modulus):
    """Equilibrium of film plus wafer by quadrature through the thickness.
    Lengths in h, stresses in M. Unknowns: midplane strain, curvature,
    film mismatch strain. The mean film stress is prescribed."""
    x, wt = np.polynomial.legendre.leggauss(4)
    eta, m = t / h, film_modulus / M
    A = np.zeros((3, 3))
    for low, high, modulus, is_film in ((-0.5, 0.5, 1.0, 0),
                                        (0.5, 0.5 + eta, m, 1)):
        z = (low + high) / 2 + (high - low) / 2 * x
        weight = wt * (high - low) / 2
        stress = modulus * np.array([np.ones(4), -z, is_film * np.ones(4)])
        A[0] += stress @ weight
        A[1] += stress @ (weight * z)
        if is_film:
            A[2] = stress @ weight / eta
    e0, curvature, _ = np.linalg.solve(A, [0, 0, s / M])
    return e0, curvature


# Test: curvature, correction factor and wafer stresses
layer_ratio = {}
for film_modulus in (50e9, 500e9):
    e0, kh = two_layer(film_modulus)
    layer_ratio[film_modulus] = kh / (k * h)
    eta = t / h
    expected = (1 + eta) / (1 + film_modulus / M * eta**3)
    assert abs(layer_ratio[film_modulus] / expected - 1) < 1e-8
    assert abs(layer_ratio[film_modulus] - 1) < 2 * eta
    top, back = M * (e0 - kh / 2), M * (e0 + kh / 2)
    # thin-film stress formulas are accurate to order t/h
    assert abs(top / (-4 * s * t / h) - 1) < 3 * eta
    assert abs(back / (2 * s * t / h) - 1) < 3 * eta
    zero_depth = 0.5 - e0 / kh
    assert abs(zero_depth - 2 / 3) < 3 * eta

# Test: bow against exact circle geometry
radius = 1 / k
circle_sag = radius - np.sqrt(radius**2 - a**2)
assert abs(circle_sag / bow - 1) < 1e-6


def plate_sag(nu, film_stress, pressure):
    """Centre-to-rim height of an isotropic circular plate with in-plane
    stretching included (von Karman plate, polynomial displacements).
    Radius in a, deflection in h. Free rim for the film load; the rim
    carries the weight when pressure is present."""
    x, wt = np.polynomial.legendre.leggauss(40)
    r, weight = (x + 1) / 2, wt / 2 * (x + 1) / 2
    n = 2 * np.arange(1, 5)
    p = 2 * np.arange(1, 9) - 1
    rc = r[:, None]
    slope, k_rad, k_hoop = (n * rc**(n - 1), n * (n - 1) * rc**(n - 2),
                            n * rc**(n - 2))
    u_rad, u_hoop = p * rc**(p - 1), rc**(p - 1)
    film = film_stress * t * a**2 * (1 + nu) / (2 * M * h**3)
    load = pressure * a**4 * (1 + nu) / (M * h**4)

    def gradient(v):
        w, u = v[:4], v[4:]
        ws = slope @ w
        er, et = u_rad @ u + ws**2 / 2, u_hoop @ u
        kr, kt = k_rad @ w, k_hoop @ w
        nr, nt = er + nu * et, et + nu * er
        gw = (slope.T @ (weight * ws * nr)
              + k_rad.T @ (weight * ((kr + nu * kt) / 12 - film))
              + k_hoop.T @ (weight * ((kt + nu * kr) / 12 - film))
              + load * ((rc**n - 1).T @ weight))
        gu = u_rad.T @ (weight * nr) + u_hoop.T @ (weight * nt)
        return np.concatenate([gw, gu])

    start = np.zeros(12)
    start[0] = 6 * film / (1 + nu)
    solution = root(gradient, start, tol=1e-12)
    assert np.max(np.abs(gradient(solution.x))) < 1e-8
    return h * np.sum(solution.x[:4])


# Test: large deflection and gravity
weight_pressure = density * g * h
loss, gravity = {}, {}
for name, (E, nu) in elastic.items():
    assert abs(plate_sag(nu, s / 100, 0) / (bow / 100) - 1) < 1e-4
    loss[name] = [1 - plate_sag(nu, f * s, 0) / (f * bow) for f in (1, 10)]
    assert 0 < loss[name][0] < 0.005
    assert loss[name][1] > 0.05
    formula = 3 * (5 + nu) * weight_pressure * a**4 / (16 * M * h**3)
    small = plate_sag(nu, 0, weight_pressure / 100)
    assert abs(100 * small / formula - 1) < 1e-3
    gravity[name] = (formula, plate_sag(nu, 0, weight_pressure))
    assert gravity[name][1] > bow

assert abs(bow * 1e6 - 62) < 1

print(f"C11, C12, C44 = {C11/1e9:.0f}, {C12/1e9:.0f}, {C44/1e9:.0f} GPa")
print(f"density = {density:.0f} kg/m^3, g = {g:.3f} m/s^2")
print(f"film stress = {s/1e6:.0f} MPa, thickness = {t*1e6:.0f} um")
print(f"wafer diameter = {D*1e3:.0f} mm, thickness = {h*1e6:.0f} um")
print(f"biaxial modulus M = {M/1e9:.2f} GPa")
print(f"film force per width s*t = {s*t:.1f} N/m")
print(f"curvature k = {k:.4e} 1/m")
print(f"radius of curvature = {radius:.1f} m")
print(f"bow = {bow*1e6:.2f} um")
print(f"bow / wafer thickness = {bow/h:.4f}")
print(f"film stress per um of bow = {s/1e6/(bow*1e6):.3f} MPa/um")
print(f"t/h = {t/h:.3e}")
for fm, value in layer_ratio.items():
    print(f"two-layer/Stoney curvature, film modulus {fm/1e9:.0f} GPa:"
          f" {value:.6f}")
print(f"wafer stress at interface -4st/h = {-4*s*t/h/1e6:.3f} MPa")
print(f"wafer stress at back face 2st/h = {2*s*t/h/1e6:.3f} MPa")
print(f"zero-stress depth / h (two-layer) = {zero_depth:.4f}")
for name, (E, nu) in elastic.items():
    print(f"{name}: E = {E/1e9:.1f} GPa, Poisson ratio = {nu:.3f}")
    print(f"{name}: bow if E wrongly replaces M = {bow*M/E*1e6:.1f} um")
    print(f"{name}: stretching loss of bow, {s/1e6:.0f} MPa:"
          f" {100*loss[name][0]:.2f} %")
    print(f"{name}: stretching loss of bow, {10*s/1e6:.0f} MPa:"
          f" {100*loss[name][1]:.1f} %")
    print(f"{name}: gravity sag, linear formula ="
          f" {gravity[name][0]*1e6:.1f} um")
    print(f"{name}: gravity sag, with stretching ="
          f" {gravity[name][1]*1e6:.1f} um")
print(f"weight per area = {weight_pressure:.2f} Pa")
print(f"(110) wafer: curvature ratio [001]/[1-10] = {ratio110:.3f}")
print("verified")
```

Printed output:

```
C11, C12, C44 = 166, 64, 80 GPa
density = 2330 kg/m^3, g = 9.807 m/s^2
film stress = 100 MPa, thickness = 1 um
wafer diameter = 300 mm, thickness = 775 um
biaxial modulus M = 180.65 GPa
film force per width s*t = 100.0 N/m
curvature k = 5.5298e-03 1/m
radius of curvature = 180.8 m
bow = 62.21 um
bow / wafer thickness = 0.0803
film stress per um of bow = 1.607 MPa/um
t/h = 1.290e-03
two-layer/Stoney curvature, film modulus 50 GPa: 1.001290
two-layer/Stoney curvature, film modulus 500 GPa: 1.001290
wafer stress at interface -4st/h = -0.516 MPa
wafer stress at back face 2st/h = 0.258 MPa
zero-stress depth / h (two-layer) = 0.6665
<100>: E = 130.4 GPa, Poisson ratio = 0.278
<100>: bow if E wrongly replaces M = 86.2 um
<100>: stretching loss of bow, 100 MPa: 0.18 %
<100>: stretching loss of bow, 1000 MPa: 12.1 %
<100>: gravity sag, linear formula = 105.5 um
<100>: gravity sag, with stretching = 104.9 um
<110>: E = 169.7 GPa, Poisson ratio = 0.061
<110>: bow if E wrongly replaces M = 66.2 um
<110>: stretching loss of bow, 100 MPa: 0.22 %
<110>: stretching loss of bow, 1000 MPa: 13.9 %
<110>: gravity sag, linear formula = 101.2 um
<110>: gravity sag, with stretching = 100.6 um
weight per area = 17.71 Pa
(110) wafer: curvature ratio [001]/[1-10] = 1.473
verified
```
